# Zero-bias conductance of an undoped film between two ohmic contacts, part 2

An undoped, trap-free film, $0<x<L$, has permittivity $\varepsilon$, hole mobility $\mu$ and hole charge $+e$. Two like ohmic contacts fix the hole density $p$ at $p_c$. The bias $V$ is applied at $x=0$, and the field $E$ and current density $J$ are positive towards increasing $x$. How far does the linear law at small $V$ extend?

With $V_T=kT/e$ and $N=\varepsilon V_T/(eL^2)$, the scaled quantities are $\xi=x/L$, $v=V/V_T$, $f=EL/V_T$ and $\rho=p/N$. A prime means $d/d\xi$, and

$$J=J_0\,j,\qquad J_0=\frac{e\mu NV_T}{L}=\frac{\mu\varepsilon V_T^2}{L^3},\qquad j=\rho f-\rho',\qquad f'=\rho. \tag{1}$$

Also $v=\int_0^1f\,d\xi$ and $\rho(0)=\rho(1)=\rho_c=(L/\lambda_D)^2$, where $\lambda_D$ is the contact Debye length.

At equilibrium the density is $p_0$, with $\rho=2\kappa^2/\cos^2[\kappa(\xi-\xi_0)]$. Like contacts give $\xi_0=\tfrac12$ and

$$\cos\frac\kappa2=\kappa\sqrt{\frac2{\rho_c}},\qquad 0<\kappa<\pi. \tag{3}$$

For $\rho_c\to\infty$ the mid-plane density is $p_{\rm mid}=2\pi^2N$. A quasi-Fermi potential gave the zero-bias conductance per area, as for thin layers in series:

$$G=\lim_{V\to0}\frac JV=\frac{e\mu}{\int_0^Ldx/p_0}. \tag{6}$$

$$G=g\,\frac{\mu\varepsilon V_T}{L^3},\qquad g=\frac{4\kappa^2}{1+\sin\kappa/\kappa}. \tag{7}$$

For $\rho_c\to\infty$, and for small $\lambda_D/L$, respectively,

$$G_\infty=\frac{4\pi^2\varepsilon\mu kT}{eL^3}. \tag{8}$$

$$G\approx\frac{4\pi^2\varepsilon\mu kT}{e\,(L+2\sqrt2\,\lambda_D)^3}. \tag{9}$$

The example has $L=100$ nm, $\varepsilon=3\varepsilon_0$, $\mu=10^{-8}\ \mathrm{m^2/(V\,s)}$, $T=300$ K and $p_c=10^{25}\ \mathrm{m^{-3}}$, so $\lambda_D=0.655$ nm and $G_\infty=271\ \mathrm{S/m^2}$. A numerical solution at $v=0.1$ gave $j/v=37.3655$, against $g=37.3642$; the relative difference, about $3\times10^{-5}$, was left to the next order in $v$.

At finite bias, $f=-2\psi'/\psi$ with $\psi>0$ inside the film and $a=j/2$ gives

$$-\psi''+a\xi\,\psi=\lambda\psi . \tag{10}$$

Here $\lambda$ is a constant. For large $\rho_c$, $\psi^2\approx2\psi'^2/\rho_c$ at the contacts. In the limit $\psi$ vanishes at both ends and is the ground state of (10). The voltage $\int f\,d\xi$ then appears as a difference of two infinite logarithms, the objection answered next.

**A.** Take the limit after forming the difference. For finite $\rho_c$,

$$v=-2\int_0^1\frac{\psi'}\psi\,d\xi=2\ln\frac{\psi(0)}{\psi(1)} .$$

At each end $\psi\approx|\psi'|\sqrt{2/\rho_c}$, and the factor $\sqrt{2/\rho_c}$ is common to both. It cancels, and

$$v=\ln\frac{\psi'(0)^2}{\psi'(1)^2}. \tag{12}$$

**Q.** Show that this returns $4\pi^2$. If it does not, one of the two roads is wrong.

**A.** Multiply $\psi''=(a\xi-\lambda)\psi$ by $2\psi'$. This gives $(\psi'^2)'=(a\xi-\lambda)(\psi^2)'$. Integrate the right side by parts. The boundary term vanishes with $\psi$, and with the normalization $\int\psi^2d\xi=1$,

$$\psi'(1)^2-\psi'(0)^2=-a .$$

Let $S=\psi'(0)^2+\psi'(1)^2$. Then $\psi'(0)^2=(S+a)/2$, $\psi'(1)^2=(S-a)/2$, and

$$v=\ln\frac{S+a}{S-a}=2\,\mathrm{artanh}\frac aS . \tag{13}$$

For small $a$, use the unperturbed state $\psi=\sqrt2\sin\pi\xi$. Each squared end slope is $2\pi^2$, so $S=4\pi^2$ and $v=2a/(4\pi^2)=j/(4\pi^2)$. This is $j=4\pi^2v$ again, obtained without a quasi-Fermi potential or a series of resistive layers.

**Q.** Good. Now the next order. Reversing the bias reverses the current, so I expect a cubic term. What is its coefficient?

**A.** We need $S$ to order $a^2$. Measure position from the centre, $s=\xi-\tfrac12$, and put $\Lambda=\lambda-a/2$. Equation (10) becomes $\psi''=(as-\Lambda)\psi$. A prime now means $d/ds$, which is the same derivative. Write $\langle s\rangle=\int s\psi^2ds$ and $T_\psi=\int\psi'^2ds$. Two identities give $S$.

First multiply by $\psi$ and integrate. The left side is $\int\psi\psi''ds=-T_\psi$, so $T_\psi=\Lambda-a\langle s\rangle$.

Next multiply by $2s\psi'$, which gives $s(\psi'^2)'=(as^2-\Lambda s)(\psi^2)'$. Integrated by parts, the left side is

$$\left[s\psi'^2\right]_{-1/2}^{1/2}-\int\psi'^2ds=\frac S2-T_\psi ,$$

and the right side is $-\int(2as-\Lambda)\psi^2ds=\Lambda-2a\langle s\rangle$. Hence

$$\frac S2=T_\psi+\Lambda-2a\langle s\rangle=2\Lambda-3a\langle s\rangle,\qquad S=4\Lambda-6a\langle s\rangle . \tag{14}$$

**Q.** Both $\Lambda$ and $\langle s\rangle$ now depend on $a$.

**A.** They are linked. Let $H=-d^2/ds^2+as$. For a normalized state with fixed zeros at the walls, differentiating $\Lambda=\int\psi H\psi\,ds$ gives $d\Lambda/da=\langle s\rangle+2\Lambda\int\psi\,(\partial\psi/\partial a)\,ds$, where $H\psi=\Lambda\psi$ was used. The last integral is half the derivative of the norm, so it is zero, and $d\Lambda/da=\langle s\rangle$.

Reflection $s\to-s$ turns $a$ into $-a$ without changing the level, so $\Lambda$ is even in $a$. Write $\Lambda=\pi^2-\beta a^2+O(a^4)$. Then $\langle s\rangle=-2\beta a$ to first order, and (14) becomes

$$S=4\pi^2-4\beta a^2+12\beta a^2=4\pi^2+8\beta a^2 . \tag{15}$$

**Q.** You still owe me $\beta$.

**A.** Put $\psi=\psi_0+a\psi_1$ with $\psi_0=\sqrt2\cos\pi s$. Since $\Lambda$ has no term linear in $a$, the first-order equation is $\psi_1''+\pi^2\psi_1=s\psi_0$. Try

$$\psi_1=\sqrt2\left(Bs^2\sin\pi s+Cs\cos\pi s+D\sin\pi s\right).$$

The operator $d^2/ds^2+\pi^2$ turns $s^2\sin\pi s$ into $2\sin\pi s+4\pi s\cos\pi s$, turns $s\cos\pi s$ into $-2\pi\sin\pi s$, and removes $\sin\pi s$. Matching $s\cos\pi s$ gives $4\pi B=1$. The remaining sine terms require $2B-2\pi C=0$. At $s=\tfrac12$ the cosine is zero and $\psi_1=0$ needs $B/4+D=0$. Therefore

$$B=\frac1{4\pi},\qquad C=\frac1{4\pi^2},\qquad D=-\frac1{16\pi}.$$

The function is odd, so it also vanishes at $s=-\tfrac12$, and it is orthogonal to $\psi_0$, as normalization requires.

To first order $\langle s\rangle=2a\int s\psi_0\psi_1ds=4a(BI_1+CI_2+DI_3)$, where the integrals run from $-\tfrac12$ to $\tfrac12$:

$$I_1=\int s^3\sin\pi s\cos\pi s\,ds,\quad I_2=\int s^2\cos^2\pi s\,ds,\quad I_3=\int s\sin\pi s\cos\pi s\,ds.$$

Double-angle formulas reduce them to three integrals, each found from the previous one by parts:

$$\int s\sin2\pi s\,ds=\frac1{2\pi},\qquad\int s^2\cos2\pi s\,ds=-\frac1{2\pi^2},$$

$$\int s^3\sin2\pi s\,ds=\frac1{8\pi}-\frac3{4\pi^3}.$$

Consequently

$$I_1=\frac1{16\pi}-\frac3{8\pi^3},\qquad I_2=\frac1{24}-\frac1{4\pi^2},\qquad I_3=\frac1{4\pi}.$$

In $BI_1+CI_2+DI_3$ the terms $1/(64\pi^2)$ from $BI_1$ and $-1/(64\pi^2)$ from $DI_3$ cancel. What remains is

$$\frac1{96\pi^2}-\frac3{32\pi^4}-\frac1{16\pi^4}=\frac1{96\pi^2}-\frac5{32\pi^4}.$$

Multiplication by $4a$ gives $\langle s\rangle=-a(15-\pi^2)/(24\pi^4)$. Since this equals $-2\beta a$,

$$\beta=\frac{15-\pi^2}{48\pi^4}\approx1.097\times10^{-3}. \tag{16}$$

**Q.** Put it together, and do not skip the inversion.

**A.** Let $y=j/(4\pi^2)=a/(2\pi^2)$, which is the current in units of the linear law at $v=1$. From (15), with $a^2=4\pi^4y^2$,

$$\frac aS=\frac{a}{4\pi^2}\left(1-\frac{2\beta a^2}{\pi^2}\right)=\frac y2\left(1-8\pi^2\beta y^2\right)$$

up to terms of order $y^5$. Expand (13) as $v=2(a/S)+\tfrac23(a/S)^3$. The second term is $y^3/12$, so

$$v=y-\left(8\pi^2\beta-\frac1{12}\right)y^3 .$$

By (16), $8\pi^2\beta=(15-\pi^2)/(6\pi^2)=5/(2\pi^2)-1/6$. The bracket is $5/(2\pi^2)-1/4$. To this order $y^3$ may be replaced by $v^3$, which gives $y=v+(\dots)v^3$ with the same bracket:

$$\frac J{G_\infty V}=1+\frac{10-\pi^2}{4\pi^2}\,v^2+O(v^4),\qquad\frac{10-\pi^2}{4\pi^2}\approx0.0033. \tag{17}$$

**Q.** The coefficient is suspiciously small. I would have guessed that an expansion in $eV/kT$ fails at $v\approx1$.

**A.** The two contributions, $5/(2\pi^2)=0.2533$ and $1/4$, nearly cancel. I know of no symmetry that requires this. Solving (10) with Airy functions gives a coefficient of 0.003303, in agreement with (17). At $v=0.1$ the predicted excess is $3.3\times10^{-5}$, which accounts for the small difference left open in the first half.

At larger bias the Airy solution gives $J/(G_\infty V)=1.0033$ at $v=1$, 1.028 at $v=3$ and 1.221 at $v=10$. The first two terms of (17) would give 1.33 at $v=10$, so they no longer serve there. The current exceeds the linear law by 10% at $v=6.06$, or 0.157 V at 300 K.

**Q.** These values assume infinite contact density. Do the finite contacts of your example spoil them?

**A.** They change the conductance but hardly the shape of the curve. The original drift-diffusion equations, solved with $p_c=10^{25}\ \mathrm{m^{-3}}$ and divided by their own linear law, give 1.0033, 1.028 and 1.221 at the same three biases. The fuller digits are in the numerical output.

**Q.** At high voltage the square law must return. Where does it come from here?

**A.** For large $j$, drop diffusion in the bulk. Then $ff'=j$, so $f^2=2j\xi$ if the field starts near zero, and

$$v=\int_0^1\sqrt{2j\xi}\,d\xi=\frac23\sqrt{2j},\qquad j=\frac98v^2,\qquad J=\frac98\frac{\varepsilon\mu V^2}{L^3}.$$

To see where this is allowed, take its density $\rho=j/f=\sqrt{j/(2\xi)}$. The neglected diffusion term has the relative size

$$\frac{|\rho'|}j=\frac1{2\sqrt2\,j^{1/2}\xi^{3/2}},$$

which reaches 1 at $\xi=\tfrac12j^{-1/3}$. This fixes the power of $j$ but understates the width, because the field does not start at zero at the contact. It points back into the contact and changes sign only where $\psi'=0$. For infinite contact density and large $j$, $\psi$ is an Airy function $\mathrm{Ai}$ with its first zero, $-2.338$, at the contact and its maximum at $-1.019$, so the field vanishes at $\xi\approx1.32\,a^{-1/3}=1.66\,j^{-1/3}$. There $j=-\rho'$ and diffusion carries the whole current. Diffusion is small only well beyond that point, where the square-law density applies. It does not apply right beside the collecting contact, where the density rises again to $p_c$ and diffusion is strong; that layer becomes thin at large current. The injecting region where diffusion matters shrinks only as $j^{-1/3}$, and the approach to the square law is slow. The Airy solution gives $j/v^2=2.61$ at $v=27.7$, 1.62 at $v=111$ and 1.32 at $v=389$, compared with the limit $9/8=1.125$.

**Q.** Then the crossing of the two straight lines on a logarithmic plot is not where the current changes from one law to the other?

**A.** No. It lies inside a broad transition. Setting $4\pi^2v=\tfrac98v^2$ gives $v=32\pi^2/9=35.1$, or 0.907 V at 300 K. For infinite contact density this voltage depends on temperature alone, not on thickness, mobility or permittivity. With finite contacts the linear law has the slope $g$ of (7) and the lines cross at $v=8g/9$, which is 33.2 in the example and lower for thinner films or weaker contacts. At the crossing of the limiting lines the computed current for infinite contact density is 2.08 times the value on which both lines agree. Reading either line there would underestimate the current of this model by about half.

**Q.** An experimenter who sees a linear current at low voltage will call it the conductance of background carriers. Can the two causes be told apart?

**A.** By thickness, if $\mu$, $\varepsilon$, $T$ and the contacts are the same in all samples. A fixed background density $p_b$ that dominates the injected charge gives $e\mu p_b/L$, whereas injected charge gives $L^{-3}$ when $\lambda_D\ll L$. Poor contacts give $e\mu p_c/L$, the same thickness law as a background, and intermediate contacts give a power in between. An $L^{-3}$ law therefore points to injected charge, but an $L^{-1}$ law does not prove doping. In the limit of strong contacts $j$ depends on $v$ alone, so $JL^3$ plotted against $V$ should be one curve for all thicknesses, in the linear region as well as the quadratic one.

The two linear laws are equal when $p_b=4\pi^2N=2p_{\rm mid}$, which is $1.7\times10^{22}\ \mathrm{m^{-3}}$ in the example. That comparison indicates when doping matters; it is not the conductance of a film with both kinds of charge. Because the injected density falls as $L^{-2}$, a given background matters more in a thicker film.

**Q.** Which real films does this describe, and how far should I trust $271\ \mathrm{S/m^2}$ for one of them?

**A.** The nearest case is a single-carrier diode made of an organic semiconductor. A thickness near 100 nm and a relative permittivity near 3 are ordinary there. A mobility of $10^{-8}\ \mathrm{m^2/(V\,s)}$ is within the range met, but towards the high side for disordered polymers, where values smaller by powers of ten occur; $G$ falls in proportion. Real films also have traps. If they hold a fixed share of the charge, so that only a fraction $\Theta$ is mobile, the total density obeys the same equations with $\mu$ replaced by $\Theta\mu$. With $\Theta=0.1$ the conductance becomes $27\ \mathrm{S/m^2}$. A fixed share requires traps that are far from full. Near the contacts the density can fill them; the mobile share is then larger there and the conductance lies above this value. Energetic disorder makes the mobility depend on density and field and can change the Einstein relation, so no single correction factor covers it. The equations also treat the charge as smooth. In the example the mean distance between holes, $p^{-1/3}$, is 4.6 nm at the contacts, well above the Debye length of 0.65 nm, and about 50 nm at the mid-plane, half the film thickness. The density is then only an average over a large area, and correlations between individual holes are left out. So is the attraction of a hole to its image in the metal contact. Its energy $e^2/(16\pi\varepsilon x)$ equals $kT$ at $x=4.6$ nm, five times the length $\sqrt2\,\lambda_D=0.93$ nm in (9), so the finite-contact correction of the example rests on a region that the model describes poorly. Take $271\ \mathrm{S/m^2}$ as the value of the model and an estimate for a real film. An injection barrier lowers $p_c$, and (7) gives the effect if both contacts stay in equilibrium with the film, are alike, and the image force can be neglected.

**Q.** And if they are not alike?

**A.** Then equal contact densities, used from the start, are lost. A built-in voltage appears and the equilibrium profile is no longer symmetric. The series formula (6) still holds at zero bias, with the equilibrium density of the asymmetric film. If both contact densities are very high, though unequal, (8) survives as the limit: the profile is $\rho=2\kappa^2/\cos^2[\kappa(\xi-\xi_0)]$, and it can be very large at both ends only if $\kappa\to\pi$ and $\xi_0\to\tfrac12$. If instead one contact holds few carriers, the density near it is low, $\int dx/p_0$ is large, and that region limits the conductance. Then (8) does not apply.

## Numbers as computed

```
temperature: 300 K
thickness L: 100 nm
relative permittivity: 3.0
mobility: 1.0e-08 m^2/(V s)
contact density: 1.0e+25 m^-3
thermal voltage kT/e: 25.852 mV
contact Debye length: 0.6547 nm
density unit: 4.2860e+20 m^-3
current unit: 0.17752 A/m^2
scaled contact density: 23331.7
kappa, finite contacts: 3.08447
mid-plane density, limit: 8.4603e+21 m^-3
mid-plane density, finite: 8.1554e+21 m^-3
largest relative profile error: 2.3e-10
G, infinite contact density: 271.096 S/m^2
same G converted: 0.02711 S/cm^2
G from mid-plane density alone: 135.548 S/m^2
G, finite contacts, formula: 256.578 S/m^2
G, finite contacts, quadrature: 256.578 S/m^2
G, lengthened-film formula: 256.578 S/m^2
G finite / G limit: 0.94645
scaled limit 4 pi^2: 39.4784
scaled g, finite, formula: 37.3642
scaled g, full solution at v=0.1: 37.3655
linear-law current at 10 mV, limit: 2.7110 A/m^2
linear-law current at 10 mV, finite: 2.5658 A/m^2
level coefficient, formula: -1.097261e-03
level coefficient, Airy: -1.097173e-03
v^2 coefficient, formula: 0.003303
v^2 coefficient, Airy: 0.003303
v=1: J/(G V) Airy 1.00328, full finite-contact 1.00328
v=3: J/(G V) Airy 1.02809, full finite-contact 1.02810
v=10: J/(G V) Airy 1.22141, full finite-contact 1.22145
10% excess over linear law at v: 6.061
10% excess at bias: 0.1567 V
asymptotes cross at v: 35.092
asymptotes cross at bias: 0.9072 V
J/(G V) at the crossing: 2.0806
j=2e+03: v=27.70, j/v^2=2.6057
j=2e+04: v=111.19, j/v^2=1.6178
j=2e+05: v=388.73, j/v^2=1.3236
```
